# Angular Harmonics and the Boltzmann Mobility on a Circular Energy Contour

**Q:** The mobility formula $\mu=e\tau/m$ contains one relaxation time $\tau$. A collision sends carriers out of a state and also brings others in. Why should one time describe both?

**A:** In general it does not, so let us fix a case. Holes of charge $+e$ move in a two-dimensional band whose energy $E(k)$ depends only on $k=|\mathbf k|$ and rises with it. A contour of constant energy is then a circle, and a state on it is labelled by its angle $\phi$. Scattering is elastic, and $W(E,\theta)\,d\theta$ is the rate of turning through an angle between $\theta$ and $\theta+d\theta$. I assume that $W$ is an ordinary non-negative function, not identically zero, that it depends on the turning angle and not on $\phi$ itself, and that $W(\theta)=W(-\theta)$.

With $f$ the occupation at $\phi$ and $f'$ that at $\phi'$, the collision term is

$$\left(\frac{\partial f}{\partial t}\right)_c=\int W(\phi-\phi')\,[f'(1-f)-f(1-f')]\,d\phi' .$$

The same $W$ stands before both terms because it is even. The products $ff'$ cancel:

$$f'(1-f)-f(1-f')=f'-f .$$

So the operator is linear, although holes obey the exclusion principle, and it never connects two energies. I write the loss operator as

$$(Lf)(\phi)=\int_{-\pi}^{\pi}W(\theta)\,[f(\phi)-f(\phi-\theta)]\,d\theta .$$

**Q:** The incoming term still contains $f$ at every other angle. That is an integral equation, not a relaxation time.

**A:** Apply it to $\cos n\phi$, using $\cos n(\phi-\theta)=\cos n\phi\cos n\theta+\sin n\phi\sin n\theta$:

$$L\cos n\phi=\cos n\phi\int W(1-\cos n\theta)\,d\theta-\sin n\phi\int W\sin n\theta\,d\theta .$$

The last integral vanishes because $W$ is even and $\sin n\theta$ is odd. For the sine, $\sin n(\phi-\theta)=\sin n\phi\cos n\theta-\cos n\phi\sin n\theta$, and the unwanted term vanishes for the same reason. Hence

$$L\begin{Bmatrix}\cos n\phi\\ \sin n\phi\end{Bmatrix}=\lambda_n\begin{Bmatrix}\cos n\phi\\ \sin n\phi\end{Bmatrix},\qquad \lambda_n(E)=\int_{-\pi}^{\pi}W(E,\theta)(1-\cos n\theta)\,d\theta .$$

Each harmonic decays at its own rate. For $n=0$ the rate is zero: elastic collisions conserve the number of carriers on a contour. For $n\ge1$ it is positive, since $1-\cos n\theta$ vanishes only at isolated angles. As $n\to\infty$ the cosine averages out and $\lambda_n$ tends to the total scattering rate $\int W\,d\theta$.

**Q:** There are infinitely many rates, then. Which of them does the mobility need?

**A:** See what a weak uniform field $F$ along $x$ excites. Let $f_0(E)$ be the Fermi function, $f_0'=df_0/dE$, and $f=f_0+\delta f$. To first order in $F$ the steady Boltzmann equation is

$$\frac{eF}{\hbar}\frac{\partial f_0}{\partial k_x}=-L\,\delta f .$$

Because $\partial E/\partial k_x=\hbar v\cos\phi$, with $v=\hbar^{-1}dE/dk$, the left side is $eFv\cos\phi\,f_0'$, a pure first harmonic. Therefore

$$\delta f=-\frac{eFv\cos\phi\,f_0'}{\lambda_1(E)} .$$

Since $f_0'<0$, states moving along the force gain holes, as they should. The solution is unique up to a function of energy alone, the $n=0$ mode, which carries no current.

For $N_v$ equivalent valleys with one spin each, the current density is

$$j=\frac{eN_v}{4\pi^2}\int v\cos\phi\,\delta f\,k\,dk\,d\phi .$$

The angular integral of $\cos^2\phi$ is $\pi$, and $dk=dE/(\hbar v)$. With the density of states $D(E)=N_vk/(2\pi\hbar v)$,

$$j=\frac{e^2F}{2}\int D\,v^2\,\frac{-f_0'}{\lambda_1}\,dE,\qquad \mu=\frac{j}{epF},\qquad p=\int D f_0\,dE .$$

For a given band and filling, scattering enters through $\lambda_1(E)$ alone. For a parabolic band $D$ is constant and $v^2=2E/m$, so

$$\mu=\frac{e}{m}\,\frac{\int_0^\infty E\,(-f_0')\,\lambda_1^{-1}\,dE}{\int_0^\infty f_0\,dE} .$$

**Q:** You have replaced one number by a function of energy.

**A:** Yes; at finite temperature the function is needed. One number suffices in two cases. If $\lambda_1$ is constant, integration by parts gives $\int E(-f_0')dE=\int f_0\,dE$, and $\mu=e/(m\lambda_1)$. If the holes are degenerate, $-f_0'$ is a narrow peak at the Fermi energy $E_F$, the denominator is $E_F$, and $\mu=e/[m\lambda_1(E_F)]$.

The result is exact for the linearized Boltzmann equation with a given $W$. An approximate $W$ still gives an approximate mobility.

**Q:** Does "alone" survive an extreme case, say scattering almost straight ahead?

**A:** Compare isotropic scattering with $W\propto e^{8(\cos\theta-1)}$, scaled to the same $\lambda_1$. The second has a total rate 15.4 times larger. Solving the discretized collision equation at fixed mass and filling gives 763.567 cm²/Vs for both. The many small deflections cost no more momentum than the few large ones.

**Q:** And is a circular contour sufficient?

**A:** No. Keep the circle but tie the scattering to the crystal axes:

$$W(\phi,\phi')=w(1+\beta\cos2\phi)(1+\beta\cos2\phi'),\qquad |\beta|<1 .$$

The rate out of $\phi$ is $2\pi w(1+\beta\cos2\phi)$. The field response changes sign under $\phi\to\phi+\pi$, while the factor $1+\beta\cos2\phi'$ does not, so the incoming integral vanishes. The response is thus proportional to $\cos\phi/(1+\beta\cos2\phi)$, which is not a first harmonic. With $c=\cos2\phi$ and brackets for the angular average, the mobility along $x$ relative to $\beta=0$ is

$$R=\left\langle\frac{2\cos^2\phi}{1+\beta c}\right\rangle=\left\langle\frac{1+c}{1+\beta c}\right\rangle .$$

To average $1/(1+\beta c)$, put $\beta=2r/(1+r^2)$ with $|r|<1$. The geometric series gives

$$\frac{1-r^2}{1+r^2+2rc}=1+2\sum_{s\ge1}(-r)^s\cos 2s\phi ,$$

whose average is 1. So $\langle1/(1+\beta c)\rangle=(1+r^2)/(1-r^2)=1/\sqrt{1-\beta^2}$. For $\beta=0.6$ this is 1.25. Since $c/(1+\beta c)=[1-1/(1+\beta c)]/\beta$, the other part is $(1-1.25)/0.6=-0.4167$, and $R=0.833$. The linear solve gives 0.8333.

Keeping only the first-harmonic matrix element gives a relative rate $\langle(1+c)(1+\beta c)\rangle=1+\beta/2=1.3$ and a mobility ratio of 0.769, which is 8% below the solution. The derivation of $\lambda_1$ relies on rotational invariance of both the contour and the scattering.

**Q:** Then give me a real $W$, with its factors.

**A:** Take holes in the two K valleys of monolayer WSe2. I neglect transfer between the valleys, because it would require a spin flip. Two mechanisms act: charged impurities at a distance $d$ from the layer, and acoustic phonons.

For randomly placed impurities of areal density $n_i$ in a sample of area $A$, the golden rule gives the rate $(2\pi/\hbar)(n_i|V(q)|^2/A)\,\delta(E-E')$ into each final state. Sum over final states with $A/(4\pi^2)\int k'dk'd\phi'$ and $k'dk'=m\,dE'/\hbar^2$:

$$W=\frac{2\pi}{\hbar}\,\frac{m}{4\pi^2\hbar^2}\,M(q)=\frac{m}{2\pi\hbar^3}\,M(q),\qquad q=2k\left|\sin\frac{\theta}{2}\right| ,$$

where $M=n_i|V|^2$ for impurities. The expression for $q$ follows from $q^2=2k^2(1-\cos\theta)$. I use the screened potential

$$|V(q)|=\frac{e^2}{2\varepsilon_0\kappa}\,\frac{e^{-qd}}{q+q_s+\ell q^2/\kappa} ,$$

with $\kappa$ the relative permittivity of the surroundings and $\ell$ a length for the polarizability of the layer itself. The screening wavevector is $q_s=(e^2/2\varepsilon_0\kappa)\,\partial p/\partial\zeta$, with $\zeta$ the chemical potential. From $p=Dk_BT\ln(1+e^{\zeta/k_BT})$ and $p=DE_F$, where $E_F$ is the zero-temperature value,

$$\frac{\partial p}{\partial\zeta}=\frac{D}{1+e^{-\zeta/k_BT}}=D\left(1-e^{-E_F/k_BT}\right).$$

**Q:** Phonons exchange energy. How do they belong in an elastic theory?

**A:** Approximately. The largest acoustic phonon exchanged at the Fermi contour has energy $2\hbar v_sk_F$, here 0.13 of $k_BT$. Then the phonon number $N\approx k_BT/(\hbar v_sq)$ is large, and absorption and emission are nearly equal. For a deformation potential $D_a$ and sheet mass density $\rho$, each contributes $D_a^2q^2\hbar N/(2\rho v_sq)$. Their sum is

$$M_{ac}=2\,\frac{D_a^2q\hbar}{2\rho v_s}\,\frac{k_BT}{\hbar v_sq}=\frac{D_a^2k_BT}{\rho v_s^2} ,$$

independent of $q$. The scattering is isotropic, and $\lambda_n=mM_{ac}/\hbar^3$ for every $n\ge1$.

**Q:** Put in numbers.

**A:** The rough parameters are $m=0.45\,m_0$, $p=10^{13}$ cm⁻², $n_i=3\times10^{12}$ cm⁻², $d=1$ nm, $\kappa=4$, $\ell=4.5$ nm, $D_a=3$ eV, $v_s=3300$ m/s, $\rho=6\times10^{-6}$ kg/m² and 300 K.

With $\hbar^2/m=0.1693$ eV nm², the density of states is $D=2/(2\pi\times0.1693)=1.88$ per eV nm². Then $E_F=0.1/1.88=0.0532$ eV, against $k_BT=0.0259$ eV, and $k_F=0.793$ nm⁻¹. The Coulomb prefactor is 2.262 eV nm, so

$$q_s=2.262\times1.88\times(1-e^{-53.2/25.85})=3.71\ \text{nm}^{-1}.$$

The acoustic strength is 0.00057 eV² nm², which gives a rate of 5.12 ps⁻¹. The impurity integral gives 3.14 ps⁻¹. Together, at $E_F$,

$$\lambda_1=8.25\ \text{ps}^{-1},\qquad 1/\lambda_1=121\ \text{fs}.$$

The next rates are 12.3, 15.2, 16.9 and 18.0 ps⁻¹, climbing towards the total rate of 20.3 ps⁻¹. The degenerate formula gives

$$\mu=\frac{1.602\times10^{-19}\times1.2115\times10^{-13}}{0.45\times9.109\times10^{-31}}=0.04735\ \text{m}^2/\text{Vs}=473.5\ \text{cm}^2/\text{Vs}.$$

The energy average at 300 K gives 545 cm²/Vs, or 0.0545 m²/Vs. A separate solution of the field-driven equation on a grid of wavevectors gives 545.33, against 545.35 from the formula. Using the total rate in place of $\lambda_1$ would give 222 cm²/Vs, too low by a factor of 2.5.

**Q:** Why does the thermal value exceed the degenerate one? I expect heat to lower mobility.

**A:** The phonon strength and the screening are held at their 300 K values in both numbers, so this comparison shows only the effect of averaging over energy. Impurities scatter fast holes less. In $\lambda_1=\int W(1-\cos\theta)d\theta$, raising $k$ raises $q$ at every angle, and $M$ falls with $q$; hence the impurity part of $\lambda_1$ falls with energy. Its limits are instructive. For small $k$, $M\approx M(0)$ and $\lambda_1\to mM(0)/\hbar^3$. For large $k$ only small angles count, with $1-\cos\theta=q^2/2k^2$ and $d\theta\approx dq/k$ on each side, so

$$\lambda_1\approx\frac{m}{2\pi\hbar^3}\,2\int_0^\infty M\,\frac{q^2}{2k^2}\,\frac{dq}{k}=\frac{m}{2\pi\hbar^3k^3}\int_0^\infty Mq^2\,dq .$$

The impurity relaxation time then grows as $E^{3/2}$.

The weight $E(-f_0')$ also favours high energies. Its mean energy is $\int E^2(-f_0')dE/\int f_0dE=2\int Ef_0dE/\int f_0dE$, twice the mean hole energy. At fixed density that mean is never below its zero-temperature value $E_F/2$. The weight is therefore centred at or above $E_F$, where relaxation is slower. This fits the rise from 473.5 to 545, though it does not by itself prove it for every curve $\lambda_1(E)$.

**Q:** May I compute each mechanism separately and add the reciprocal mobilities?

**A:** The rates add at each energy, since $\lambda_1$ is linear in $W$. The averaged mobilities do not combine that way. Impurities alone give 2827 cm²/Vs and phonons alone 764, with the screening unchanged. Their reciprocal sum gives 601, which is 10% above the full 545.

The sign of this error is general for a parabolic band. Let $x$ and $y$ be the two relaxation times at one energy. The combined time is $h=xy/(x+y)$, with second derivatives

$$h_{xx}=\frac{-2y^2}{(x+y)^3},\quad h_{yy}=\frac{-2x^2}{(x+y)^3},\quad h_{xy}=\frac{2xy}{(x+y)^3}.$$

Along any direction $(a,b)$ the second derivative is $-2(ay-bx)^2/(x+y)^3\le0$. So $h$ is concave, and its average cannot exceed $h$ of the averages. The reciprocal rule can only overestimate.

**Q:** The golden rule assumes a weak potential. Is a screened charge weak?

**A:** Not very. Solve the wave problem for one impurity instead. A plane wave is $\sum_l i^lJ_l(kr)e^{il\theta}$, and a round potential multiplies the outgoing part of wave $l$ by $e^{2i\delta_l}$. At large $r$, $J_l\approx\sqrt{2/\pi kr}\cos(kr-l\pi/2-\pi/4)$. The added outgoing wave is $g(\theta)e^{ikr}/\sqrt r$, with

$$g=e^{i\pi/4}\sqrt{\frac{2}{\pi k}}\sum_l e^{i\delta_l}\sin\delta_l\,e^{il\theta}.$$

In $\int|g|^2(1-\cos\theta)d\theta$, the 1 pairs each $l$ with itself and the cosine pairs neighbours:

$$\sigma_1=\frac4k\sum_l\left[\sin^2\delta_l-\sin\delta_l\sin\delta_{l+1}\cos(\delta_l-\delta_{l+1})\right].$$

Expanding the cosine shows that $\sin^2a+\sin^2b-2\sin a\sin b\cos(a-b)=(\sin a\cos b-\cos a\sin b)^2=\sin^2(a-b)$. Share each $\sin^2\delta_l$ equally between its two neighbouring pairs, and use $\delta_{-l}=\delta_l$:

$$\sigma_1=\frac2k\sum_{l=-\infty}^{\infty}\sin^2(\delta_l-\delta_{l+1})=\frac4k\sum_{l\ge0}\sin^2(\delta_l-\delta_{l+1}),\qquad \lambda_1=n_iv\sigma_1 .$$

For a repulsive charge at $k_F$, the first phase shifts are $-0.567$, $-0.257$, $-0.120$ and $-0.062$. Their three differences give a sum of 0.115. The prefactor $4n_i\hbar/m$ is 30.9 ps⁻¹, so the rate is about 3.55 ps⁻¹; with higher $l$ it is 1.14 times the golden-rule value. For an attractive charge the ratio is 0.735. When the potential is scaled by 0.001 the ratio is 1.000 to three decimals, so the two routes agree where they should.

Applying the ratios found at $k_F$ to all energies changes the mobility from 545 to 527 (repulsive) or 585 cm²/Vs (attractive). The ratios do vary with energy, the repulsive one from about 0.3 near the band edge to 1.2 above $E_F$; using them energy by energy gives 528 and 581 instead. The theorem is untouched: only $W$ has changed.

**Q:** What else did the model leave out?

**A:** Among the effects sized here that lower the mobility, optical phonons are the largest. They are inelastic, but for an isotropic coupling the incoming term averages a first harmonic to zero. For absorption into a state with occupation $f'$, the net loss is $Nf(1-f')-(N+1)f'(1-f)$, where the coefficient of $f$ is $N+f'$. For emission it is $N+1-f'$. These factors multiply $mM_{op}/\hbar^3$, with $M_{op}=D_o^2\hbar/(2\rho\omega)$, and the result adds to $\lambda_1$. A rough coupling $D_o=30$ eV/nm and phonon energy of 30 meV add 2.2 ps⁻¹ at $E_F$ and lower the 300 K mobility to 402 cm²/Vs, by 26%.

The overlap of the band states, taken by itself, acts the other way. In a two-band model with gap $E_g$, the state is $(\cos\frac\alpha2,\ \sin\frac\alpha2\,e^{i\phi})$ with $\tan^2\alpha=4E/E_g$, where $E=\hbar^2k^2/2m$ is the parabolic energy with the band-edge mass, and the squared overlap is

$$\left|\cos^2\tfrac\alpha2+\sin^2\tfrac\alpha2\,e^{i\theta}\right|^2=1-\tfrac12\sin^2\alpha\,(1-\cos\theta).$$

It weakens backscattering. For $E_g=1.6$ eV, with the parabolic energies kept, the mobility rises to 622 cm²/Vs, by 14%. The same model also bends the band, however: at an energy $\epsilon$ from the band edge the density of states grows, and the velocity at given $k$ falls, by the factor $1+2\epsilon/E_g$. This more than cancels the gain. With overlap and bending together the mobility is about 520 cm²/Vs, 5% below 545. Letting the screening of the impurities depend on $q$ gives 526, or 4% less. The acoustic coupling was left unscreened. At this density the holes can screen the part of it that acts as a scalar potential. If all of it were screened like the impurity charge, its rate at $E_F$ would fall from 5.1 to about 1.2 ps⁻¹ and the mobility would roughly double, so the effective $D_a$ is a large uncertainty.

Real K valleys are also slightly triangular. A rough warping term of 6 meV nm³ times $k^3\cos3\phi$ is 5.6% of $E_F$ at $k_F$. It breaks the circular symmetry, yet solving on the warped contour at the same energy changes the Fermi-energy mobility from 473.5 to 470.8 cm²/Vs, by 0.6% (0.7% at the same density). Each of these changes was made separately, so they should not simply be added.

**Q:** Would you quote 545 to a device engineer?

**A:** Not as a prediction. Room-temperature hole mobilities in ordinary WSe2 monolayer devices are, roughly, tens to a few hundred cm²/Vs, and only the cleanest encapsulated samples go well beyond that, so 545 is high for a sample with this many charged impurities. The neglect of optical phonons is one assumption that real devices break; including them lowers the value to 402 in this model. The impurity density and setback vary between samples. Charges closer than 1 nm scatter more strongly, since $|V|^2$ contains $e^{-2qd}$, and the mobility then falls.

The Boltzmann picture itself is usable here, but not by a wide margin. The mean free path $v/\lambda_1$ is 25 nm at $E_F$, and $k_F$ times this path is about 20. The lifetime of a single state, however, is set by the total rate of 20.3 ps⁻¹. With that rate the product is only about 8, and the energy width, $\hbar$ times the rate, is 13 meV, a quarter of $E_F$. The field must be low as well. A hole gains $k_BT$ over one mean free path at about 10 kV/cm, but this is only an upper scale. Elastic collisions turn a hole without removing its energy, so the gain builds up over many paths, and the holes can heat at much lower fields. Finding where the linear mobility fails requires the rate of energy loss to phonons, which this elastic model does not contain. The numerical output lists the values behind these estimates.

## Computed values

```
hole mass 0.45 m0, valleys 2, temperature 300 K
hole density 1.0e+13 cm^-2
impurity density 3.0e+12 cm^-2, setback 1.0 nm
surroundings permittivity 4.0, polarizability length 4.5 nm
acoustic: D 3.0 eV, speed 3300 m/s, sheet mass 6.0e-06 kg/m^2
thermal energy kT = 25.85 meV
Fermi energy at T=0 = 53.20 meV
chemical potential = 49.66 meV
Fermi wavevector = 0.7927 1/nm
hbar^2/m = 0.16933 eV nm^2, density of states = 1.8798 1/(eV nm^2)
Coulomb prefactor = 2.2619 eV nm, screening wavevector = 3.709 1/nm
acoustic strength M = 0.00057 eV^2 nm^2
lambda_1..5 at Fermi energy = 8.254 12.284 15.163 16.935 18.000 1/ps
impurity part of lambda_1 = 3.136 1/ps
acoustic part of lambda_1 = 5.119 1/ps
total scattering rate = 20.339 1/ps
1/lambda_1 at Fermi energy = 121.15 fs
mobility e/(m lambda_1(E_F)) = 473.50 cm2/Vs
same from linear solve on contour = 473.50 cm2/Vs
mobility at 300 K, formula = 545.35 cm2/Vs = 0.05453 m2/Vs
mobility at 300 K, k-grid solve = 545.33 cm2/Vs
wrong mobility from total rate = 221.72 cm2/Vs
impurities alone 2826.66, acoustic alone 763.57 cm2/Vs
reciprocal sum of the two = 601.17 cm2/Vs
equal lambda_1 kernels: total-rate ratio = 15.441
their mobilities: isotropic 763.567, forward 763.567 cm2/Vs
axis-tied scattering, beta 0.6: solved mobility/isotropic = 0.8333
axis-tied scattering: first-harmonic estimate/isotropic = 0.7692
weak potential (scale 0.001): phase-shift rate/Born = 0.99998
repulsive phase shifts l=0..3 = -0.5666 -0.2565 -0.1196 -0.0618 rad
attractive phase shifts l=0..3 = 0.5011 0.2890 0.1305 0.0646 rad
impurity rate/Born: repulsive 1.142, attractive 0.735
300 K mobility with these ratios: 526.6 and 585.4 cm2/Vs
optical coupling 30.0 eV/nm, phonon energy 30 meV
optical rate at Fermi energy = 2.167 1/ps
300 K mobility with optical phonons = 402.0 cm2/Vs
300 K mobility with q-dependent screening = 526.2 cm2/Vs
300 K mobility with overlap factor (gap 1.6 eV) = 622.0 cm2/Vs
warping coefficient = 6.0 meV nm^3
warping energy/Fermi energy = 0.0562
Fermi-energy mobility with warping = 470.80 cm2/Vs
largest acoustic phonon energy/kT = 0.133
mean free path v/lambda_1 = 24.70 nm, times k_F = 19.58
field with e*F*path = kT: 10.46 kV/cm
```
